Neutralization of an ion pair by double passage of a curve crossing

In an electronegative plasma, positive and negative ions are lost in the volume by mutual neutralization, A⁺ + B⁻ → A + B. An electron jumps between the partners at a distance where the ionic and a neutral (covalent) state of the pair have equal energy. The nuclei follow a classical path, while the electronic state is treated by quantum mechanics with two states. The parts below find the neutralization probability, its upper bound and the resulting rate coefficient.

**(a) Find the crossing distance and the equations of motion close to it.**

Measure energy from the separated ions at rest, and write C = e²/(4πε₀). Let ΔE > 0 be the energy released when the separated ions become separated neutrals. Outside the short-range repulsion the two diabatic energies, meaning those of states that keep their ionic or covalent character, are

H_ion(R) = −C/R,  H_cov(R) = −ΔE.

They are equal at

R_x = C/ΔE.

The slope of their difference there is

ΔF = d(H_ion − H_cov)/dR = C/R_x² = ΔE/R_x.

A real coupling V connects the states. Let v be the radial speed at R_x. If the coupling acts in a zone narrow compared with R_x, and v hardly changes across it, the energy difference is linear in time. Call state 1 the one whose energy rises relative to the other:

H₁ − H₂ = ħαt,  α = vΔF/ħ > 0.

On the way out state 1 is ionic; on the way in it is covalent. Write each amplitude as c_n = a_n exp(−(i/ħ)∫H_n dt), which removes the diagonal energies. With w = V/ħ, the Schrödinger equation becomes

ȧ₁ = −iw exp(iαt²/2) a₂,
ȧ₂ = −iw exp(−iαt²/2) a₁.

Differentiate the first equation. The derivative of the exponential gives iαt ȧ₁, and inserting ȧ₂ gives (−iw)²a₁ = −w²a₁. Hence

ä₁ − iαt ȧ₁ + w²a₁ = 0.

**(b) The pair enters the crossing in state 2. With what probability p does it leave in state 2?**

Try a₁(t) = ∫ exp(iqt) f(q) dq along a contour still to be chosen. The first and last terms of the equation give −q²f and w²f. In the middle term,

−iαt(iq) exp(iqt) = αqt exp(iqt) = −iαq ∂exp(iqt)/∂q.

Integration by parts turns this into +iα d(qf)/dq under the integral. With g = qf,

iα g′ = (q² − w²)g/q,
g′/g = −iq/α + iν/q,  ν = w²/α.

Therefore g = exp(−iq²/2α) q^(iν), and

a₁(t) = ∫ exp(iqt − iq²/2α) q^(iν−1) dq.

The contour runs from the upper left to the lower right of the complex plane, with ends along −exp(−iπ/4) and +exp(−iπ/4). There exp(−iq²/2α) decays, so the boundary terms vanish. Let it pass below q = 0 and place the branch cut on the positive imaginary axis. Then arg q is 0 on the positive real axis and −π on the negative one.

The other amplitude follows from the first equation of motion:

a₂ = (i/w) exp(−iαt²/2) ȧ₁,
ȧ₁ = i∫ exp(iqt − iq²/2α) q^(iν) dq.

The exponent is stationary at q = αt, where the Gaussian integral has modulus √(2πα). The power has modulus |q^(iν)| = exp(−ν arg q).

For t → −∞ the saddle lies on the negative real axis. A line through it in the direction exp(−iπ/4) passes below the origin, so the contour moves onto it freely. This gives

|a₁|² → 0,  |a₂|² → (2πα/w²) exp(2πν).

The first limit holds because the extra factor 1/q is 1/(αt) at the saddle. The solution thus starts in state 2, as required.

For t → +∞ the saddle has arg q = 0. The line through it passes above the origin, so the contour must also wrap around the cut. There exp(iqt) decays, and this piece of ȧ₁ vanishes as 1/t. In a₁ the factor 1/q keeps it finite: it is the transferred amplitude. So

|a₂|² → 2πα/w².

Dividing the final by the initial population gives the Landau–Zener result

p = exp(−2πν) = exp(−2πV²/(ħvΔF)).

A fast passage or weak coupling gives p → 1, and the electron stays where it is. A slow passage or strong coupling gives p → 0: the pair follows the lower or upper adiabatic energy and changes its diabatic character.

**(c) The pair crosses R_x inward and then outward. Find the probability that it ends covalent.**

Let S be the unitary matrix of the inward passage in the basis (ionic i, covalent c), with S_ci the amplitude from i to c. Inward, state 2 is ionic, so |S_ii|² = p. The first column has unit norm, so |S_ci|² = 1 − p. The first row has unit norm, so |S_ic|² = 1 − p. The second column then gives |S_cc|² = p. The probabilities are the same from either starting state.

The outward passage needs no new solution. Divide the inward motion into short steps, with propagators M_n = exp(−iH_nδt/ħ), so that

S = M_N … M₂M₁.

Each H_n is real and symmetric, hence each M_n is symmetric. The radial speed at R_x is the same on the way out, because angular momentum and energy are conserved and the diabatic energies coincide there. The outward motion therefore meets the same steps in reverse order:

S_out = M₁M₂ … M_N = Sᵀ.

Between the passages the two states do not mix, but collect phases θ_i and θ_c. The amplitude to start ionic and finish covalent is

A = S_ic exp(−iθ_i) S_ii + S_cc exp(−iθ_c) S_ci.

In the first term the electron stays on the way in and jumps on the way out. In the second it jumps on the way in and stays put on the way out. Both terms have modulus √(p(1−p)). If Φ is their relative phase,

P(Φ) = p(1−p)|1 + exp(iΦ)|² = 2p(1−p)(1 + cos Φ).

This can lie anywhere from 0 to 4p(1−p), and the upper end equals 1 when p = 1/2. At a fixed phase there is no limit of one-half.

**(d) When does a bound of one-half hold, and where is it reached?**

The phase Φ contains the difference of the inner action integrals on the two curves, divided by ħ. For heavy ions this is typically many times 2π, except on nearly grazing paths, and it varies with impact parameter and energy. If the spread covers many cycles while p changes little, the mean of cos Φ is zero and

⟨P⟩ = 2p(1−p).

Completing the square gives

2p(1−p) = 1/2 − 2(p − 1/2)² ≤ 1/2.

One crossing thus contributes at most one-half after phase averaging. Equality requires p = 1/2, that is

2πV² = ħvΔF ln 2.

The two limits show why there is an optimum. For weak coupling 1 − p ≈ 2πν, so ⟨P⟩ ≈ 4πν: each passage offers one small chance. For strong coupling ⟨P⟩ ≈ 2exp(−2πν): the electron almost surely jumps inward, and almost surely jumps back outward. Stronger coupling then reduces neutralization.

The average fails as a description when energy and angular momentum are both selected so narrowly that Φ hardly varies, when the two inner actions differ by only a few ħ, or when the turning point lies in the crossing zone.

A test without the Landau–Zener formula comes from the two-channel radial Schrödinger equation, solved for reduced mass 8 u, ΔE = 1.2 eV, collision energy 0.05 eV and angular momentum quantum number l = 250. A smooth change of the inner covalent potential moved Φ through one cycle in 24 steps.

- V = 5 meV: mean 0.085, formula 0.085; maximum 0.170, formula 0.170.
- V = 15 meV: mean 0.446, formula 0.447; maximum 0.894, formula 0.893.
- V = 30 meV: mean 0.299, formula 0.312; maximum 0.599, formula 0.625.

The last mean is 4% below the formula, relative to the formula. In this test the coupling is V exp(−((R − R_x)/0.32 nm)²), and both curves carry the inner wall 544 eV × exp(−R/0.0529 nm). At V = 30 meV the result is sensitive to how the coupling varies around R_x, which the formula ignores. Another shape with the same V at R_x changes the size of the difference and can change its sign, so the 4% belongs to this shape only.

**(e) The ionic curve crosses N covalent curves. Does the bound survive?**

Number the crossings from the outside, with stay probabilities p₁ … p_N. Assume that the covalent curves do not mix with each other, that the crossings are separate, and that all relative phases average out. Probabilities of different paths then add.

Let Q_k be the probability that a pair which is ionic just inside crossing k, moving inward, returns there ionic. Inside the last crossing nothing can happen, so Q_N = 1. To return ionic through crossing k, the pair either jumps twice there, or stays ionic twice and survives the inner region:

Q_(k−1) = (1 − p_k)² + p_k²Q_k.

To finish in covalent state k, the pair must first pass all outer crossings as an ionic pair. It then jumps inward and stays outward, or stays inward, returns ionic and jumps outward:

P_k = (p₁p₂ … p_(k−1)) p_k(1−p_k)(1 + Q_k).

The outer product is at most 1 and Q_k ≤ 1, so

P_k ≤ 2p_k(1−p_k) ≤ 1/2.

Each channel obeys the bound, but their sum need not. The total is 1 − Q₀. At fixed Q_k, the derivative of Q_(k−1) with respect to p_k vanishes when

−2(1−p_k) + 2p_kQ_k = 0,  p_k = 1/(1+Q_k).

This is a minimum, since the second derivative 2 + 2Q_k is positive. Insertion gives

Q_(k−1) = (Q_k² + Q_k)/(1+Q_k)² = Q_k/(1+Q_k),

or 1/Q_(k−1) = 1/Q_k + 1. The minimum increases with Q_k, so the inner crossings should be optimized too. Starting from Q_N = 1, N steps give Q₀ = 1/(N+1), and the largest total is

P_total,max = N/(N+1).

Direct numerical optimization of the path probabilities gives 0.500, 0.667 and 0.750 for one, two and three crossings.

**(f) Turn the probability for one crossing into a cross section.**

Let E be the collision energy at large distance, μ the reduced mass and b the impact parameter. Angular momentum conservation fixes the radial kinetic energy at R_x:

μv²/2 = E + ΔE − Eb²/R_x².

The crossing is reached if this is positive, so

b_max² = R_x²(1 + ΔE/E).

No barrier farther out stops the pair: R² times the radial kinetic energy on the ionic curve is ER² + CR − Eb², which increases with R. If it is positive at R_x, it is positive outside.

Let v_x = √(2(E+ΔE)/μ) be the head-on speed at R_x and λ = 2πV²/(ħv_xΔF) the head-on exponent. With s = b²/b_max²,

v = v_x√(1−s),  p = exp(−λ/√(1−s)).

Since 2πb db = πb_max² ds,

σ = πb_max² ∫₀¹ 2(p − p²) ds.

Set u = 1/√(1−s), so that s = 1 − u⁻² and ds = 2u⁻³du. Then

σ = 4πb_max² ∫₁^∞ [exp(−λu) − exp(−2λu)] u⁻³ du
 = 4πb_max² [E₃(λ) − E₃(2λ)],

where E₃(x) = ∫₁^∞ exp(−xu)u⁻³du. The mean probability over the disc of radius b_max is 4[E₃(λ) − E₃(2λ)]. For small λ it tends to 4λ, twice the head-on value 2λ, because oblique paths cross more slowly. Its numerical maximum is 0.452, at λ = 0.424. It remains below one-half because p varies with b and cannot equal 1/2 over the whole disc.

**(g) Find the rate coefficient for a Maxwell distribution, and its limit for k_BT ≪ ΔE.**

Averaging σ times relative speed gives

K = √(8/(πμ)) (k_BT)^(−3/2) ∫₀^∞ σ(E) E exp(−E/k_BT) dE.

For E ≪ ΔE, the Coulomb attraction makes b_max² ≈ R_x²ΔE/E. Then σE is nearly constant:

σE ≈ G = 4πR_x²ΔE[E₃(λ₀) − E₃(2λ₀)],

with λ₀ the value of λ at E = 0. The remaining integral is k_BT, so

K ≈ G√(8/(πμk_BT)).

In this model and limit, K falls as T^(−1/2): slower ions are focused more strongly, and this outweighs their lower speed.

**(h) Evaluate the result for an atomic ion pair in a low-pressure processing plasma, and judge the model.**

Take μ = 8 u, ΔE = 1.2 eV, V = 15 meV and E = 0.05 eV, with a gas at 600 K and 10 mTorr and an ion density of 10¹¹ cm⁻³. These are round values. With C = 1.44 eV nm,

R_x = 1.44/1.2 = 1.20 nm,
ΔF = 1.2/1.20 = 1.00 eV/nm.

The kinetic energy at the crossing is 1.25 eV, so v_x = 5491 m/s = 5.491×10¹² nm/s. Then

ħv_xΔF = 6.582×10⁻¹⁶ × 5.491×10¹² × 1.00 = 3.614×10⁻³ eV²,
λ = 2π(0.015)²/(3.614×10⁻³) = 0.391,
p = exp(−0.391) = 0.676.

The averaged head-on probability is 2 × 0.676 × 0.324 = 0.438, while the coherent maximum is twice that, 0.876. At this speed p = 1/2 would need V = 20.0 meV.

For the cross section,

b_max = 1.20√(1 + 1.2/0.05) = 6.00 nm,
σ = π(6.00)² × 0.451 = 51.0 nm².

The target is much larger than πR_x² because the ions attract each other. The thermal average is K = 6.2×10⁻⁸ cm³/s (6.2×10⁻¹⁴ m³/s). The low-energy formula gives 6.0×10⁻⁸ cm³/s, about 4% less. This is the expected size: σE contains E + ΔE, and the weight exp(−E/k_BT) has mean energy k_BT ≈ 0.052 eV, which is 4% of ΔE. With 10¹¹ cm⁻³ partners, the loss frequency is K × 10¹¹ ≈ 6×10³ s⁻¹, a lifetime of about 0.16 ms.

Summing quantum probabilities over all partial waves tests the cross section. With the Gaussian coupling and inner wall of part (d), the quantum result exceeds the formula by 4.5%, 1.1% and 4.5%, relative to the formula, at 0.03, 0.05 and 0.10 eV. The deviation varies with energy and can take either sign, so these three values do not show a constant excess. They also change when the inner wall is changed, because the wall sets the inner phases. At 0.05 eV one partial wave reaches 0.9985. This does not violate the averaged bound: as v falls with angular momentum, p moves from 0.676 towards zero and passes 1/2, where P(Φ) can approach 1.

A coupling that falls with distance, with logarithmic slope −6 nm⁻¹ at R_x and the same V there, gives a quantum cross section 5.9% above the formula at 0.05 eV. This deviation also oscillates with energy and takes either sign, so the single value does not measure the effect of the slope. The length √(ħv_x/ΔF), which measures the crossing zone at weak coupling, is 0.060 nm, or 5% of R_x.

Two further shifts of the ionic energy are small here. For an assumed summed polarizability of 0.005 nm³, polarization shifts the ionic energy at R_x by 1.7 meV. The Debye length is 3.8 µm, and screening shifts the energy by about 0.4 meV. A sphere of radius b_max contains on average 1.5×10⁻⁴ gas particles. The larger sphere of radius 2C/(3k_BT) ≈ 19 nm, inside which a collision with the gas can leave the ion pair bound, contains about 4×10⁻³. A third body is rarely present at this pressure.

The setting resembles, in rough terms, an inductively coupled oxygen discharge, in which O⁺ and O⁻ have the reduced mass used here. Molecular O₂⁺ is often the more abundant positive ion, and its vibration and possible dissociation are outside the model. The calculated K belongs to the chosen energy release and coupling; it is not a prediction for oxygen. A real pair can have several crossings. By part (e), one additional inner crossing multiplies this channel by (1+Q₁)/2, which is at least 0.75, though the total may rise. An outer crossing multiplies it by its own stay probability, which can be small. Fine structure and rotational coupling are also omitted. If only a fraction of the initial molecular states has the symmetry needed for V, this contribution to K is multiplied by that fraction. These factors can outweigh the few-per-cent errors that the crossing formula shows at V = 15 meV (stronger coupling can give larger ones), so a useful rate for a named ion pair needs its own curves, couplings and state weights. The remaining values are in the numerical output.

Computed results

```
reduced mass = 8.0 u
energy release = 1.20 eV
coupling V = 15.0 meV
collision energy = 0.050 eV
gas temperature = 600 K
pressure = 10.0 mTorr
ion density = 1.0e+11 cm^-3
crossing distance = 1.2000 nm
slope difference = 1.0000 eV/nm
head-on speed at crossing = 5491.1 m/s
head-on exponent = 0.3911 (no unit)
stay probability p = 0.6763 (no unit)
one-path probability p(1-p) = 0.2189 (no unit)
averaged 2p(1-p) = 0.4378 (no unit)
coherent maximum 4p(1-p) = 0.8757 (no unit)
coupling for p = 1/2 = 19.97 meV
contour norm, largest relative error = 9.3e-13
sweep: p, mean, max = 0.8282, 0.2846, 0.5691
sweep: p, mean, max = 0.5000, 0.5000, 1.0000
sweep: p, mean, max = 0.2079, 0.3293, 0.6587
phase scan at angular momentum l = 250
V = 5 meV: p = 0.9554
  mean: quantum 0.0847, LZ 0.0852
  max: quantum 0.1697, LZ 0.1703
V = 15 meV: p = 0.6635
  mean: quantum 0.4460, LZ 0.4466
  max: quantum 0.8936, LZ 0.8931
V = 30 meV: p = 0.1938
  mean: quantum 0.2993, LZ 0.3124
  max: quantum 0.5990, LZ 0.6249
largest impact parameter = 6.000 nm
LZ cross section = 51.04 nm^2
area-averaged probability = 0.4513
best area average = 0.4524 at exponent 0.4243
quantum/LZ cross section at 0.03 eV = 1.0450
quantum/LZ cross section at 0.05 eV = 1.0106
quantum/LZ cross section at 0.10 eV = 1.0449
largest single-wave probability = 0.9985
thermal rate coefficient = 6.227e-08 cm^3/s
low-energy rate formula = 5.978e-08 cm^3/s
best total, 1 crossing(s) = 0.5000
best total, 2 crossing(s) = 0.6667
best total, 3 crossing(s) = 0.7500
crossing-zone width = 0.0601 nm
zone width / crossing distance = 0.0501
coupling decay constant = 6.0 nm^-1
decaying-V quantum/LZ ratio = 1.0593
summed polarizability = 0.0050 nm^3
polarization shift at crossing = 1.736 meV
Debye length = 3780 nm
screening shift = 0.381 meV
gas particles within b_max = 1.46e-04 (count)
least factor, one inner crossing = 0.7500
```
